**Carbon π combinations and iron 3d orbitals in a staggered sandwich**

The ten inward-pointing carbon 2p orbitals span A1g + A2u + E1g + E1u + E2g + E2u, and the A1g, E1g and E2g combinations can mix with iron 3d. Here θ is the polar angle of a carbon seen from the metal, S_sigma and S_pi are the local p–d overlaps, and s0, s1, s2 are the overlaps of one carbon orbital with d(z²), d(xz), d(x²−y²). G is a group overlap and N is the norm of a combination when carbon–carbon overlap is kept. The program builds the representation from explicit symmetry matrices and asserts the reduction, which it also recovers from the eigenspaces of a random symmetry-averaged matrix. It asserts that three-dimensional quadrature of the metal–carbon overlaps agrees with the formulas for G, and that full diagonalization agrees with the two-level equations. The output shows G = 0.060, 0.254 and 0.131 for A1g, E1g and E2g, while the ungerade overlaps with 3d vanish to within 10⁻⁷. It also sizes the effects of iron 4s and 4p, of ring rotation and of a metal atom displaced from the centre.

## Check in Python

```python
# Result under test: the ten inward-pointing carbon 2p(pi) orbitals of a
# staggered (D5d) sandwich span A1g+A2u+E1g+E1u+E2g+E2u, and only the
# A1g, E1g and E2g combinations overlap with the metal 3d orbitals.
# Symbols: theta = polar angle of a carbon seen from the metal;
# S_sigma, S_pi = local p-d overlaps; s0, s1, s2 = overlap of one carbon
# orbital at azimuth 0 with d(z2), d(xz), d(x2-y2); G = group overlap;
# N = norm of a combination when carbon-carbon overlap is kept.
# Lengths in nm, Slater exponents in 1/nm, energies in eV.
import numpy as np
from math import factorial, pi, sqrt
from scipy.linalg import eigh, block_diag
from scipy import constants

RADIUS, HEIGHT = 0.12, 0.165
ZETA = {"C2p": 30.0, "3d": 45.0, "4s": 35.0, "4p": 35.0}
E_C, E_D, E_S, E_P = -11.0, -12.0, -9.0, -5.0
K_WH = 1.75
T_USE = 450.0
SHIFT = 0.005
SPECIES = ["A1g", "A2g", "E1g", "E2g", "A1u", "A2u", "E1u", "E2u"]
FOUND = ["A1g", "A2u", "E1g", "E1u", "E2g", "E2u"]


def carbons(twist=0.0):
    """Positions and sign of the inward lobe along z; lower ring twisted."""
    phi = 2 * pi * np.arange(5) / 5
    low = phi + pi + twist
    top = np.c_[RADIUS * np.cos(phi), RADIUS * np.sin(phi), np.full(5, HEIGHT)]
    bot = np.c_[RADIUS * np.cos(low), RADIUS * np.sin(low), np.full(5, -HEIGHT)]
    return np.vstack([top, bot]), np.r_[-np.ones(5), np.ones(5)]


# ---------- group theory ----------
def rot_z(a):
    return np.array([[np.cos(a), -np.sin(a), 0], [np.sin(a), np.cos(a), 0],
                     [0, 0, 1.0]])


mirror = np.diag([1.0, -1.0, 1.0])
group = [p * m @ rot_z(2 * pi * k / 5) for p in (1, -1)
         for m in (np.eye(3), mirror) for k in range(5)]
pos, sign = carbons()
lobes = np.c_[np.zeros(10), np.zeros(10), sign]


def pi_matrix(op):
    """Action on the ten p orbitals, each treated as a vector on its atom."""
    D = np.zeros((10, 10))
    for i in range(10):
        dist = np.linalg.norm(pos - op @ pos[i], axis=1)
        j = int(np.argmin(dist))
        assert dist[j] < 1e-10
        D[j, i] = lobes[j] @ (op @ lobes[i])
    return D


def character(op, label):
    det = round(np.linalg.det(op))
    proper = det * op
    flips_axis = proper[2, 2] < 0
    if label[0] == "A":
        value = -1.0 if (flips_axis and label[1] == "2") else 1.0
    else:
        angle = np.arccos(np.clip(proper[0, 0], -1, 1))
        value = 0.0 if flips_axis else 2 * np.cos(int(label[1]) * angle)
    return value * (det if label[2] == "u" else 1)


table = np.array([[character(g, s) for g in group] for s in SPECIES])
assert np.allclose(table @ table.T / 20, np.eye(8))
reps = [pi_matrix(g) for g in group]
chi_pi = np.array([np.trace(D) for D in reps])
chi_d = np.array([(np.trace(g)**2 + np.trace(g @ g)) / 2 - 1 for g in group])
chi_p = np.array([np.trace(g) for g in group])


def reduce_rep(chi):
    n = table @ chi / 20
    assert np.allclose(n, np.round(n), atol=1e-9)
    return {s: int(round(v)) for s, v in zip(SPECIES, n) if round(v)}


red_pi, red_d, red_p = reduce_rep(chi_pi), reduce_rep(chi_d), reduce_rep(chi_p)
assert red_pi == {s: 1 for s in FOUND}
assert red_d == {"A1g": 1, "E1g": 1, "E2g": 1}
assert red_p == {"A2u": 1, "E1u": 1}

# species found again from eigenspaces of a random symmetry-averaged matrix
rng = np.random.default_rng(3)
A = rng.normal(size=(10, 10))
A = A + A.T
avg = sum(D @ A @ D.T for D in reps) / 20
val, vec = np.linalg.eigh(avg)
spaces, start = [], 0
for i in range(1, 11):
    if i == 10 or val[i] - val[i - 1] > 1e-8:
        V = vec[:, start:i]
        chars = np.array([np.trace(V.T @ D @ V) for D in reps])
        hits = [s for s, row in zip(SPECIES, table) if np.allclose(row, chars)]
        assert len(hits) == 1
        spaces += hits
        start = i
assert sorted(spaces) == sorted(FOUND)

# symmetry combinations from their closed form, tested with projectors
phi5 = 2 * pi * np.arange(5) / 5
rows, owner = [], []
for s in FOUND:
    par = 1 if s[2] == "g" else -1
    if s[0] == "A":
        waves = [np.ones(5) / sqrt(10)]
    else:
        m = int(s[1])
        waves = [np.cos(m * phi5) / sqrt(5), np.sin(m * phi5) / sqrt(5)]
    for w in waves:
        rows.append(np.r_[w, par * w])
        owner.append(s)
U = np.array(rows)
assert np.allclose(U @ U.T, np.eye(10))
for s in FOUND:
    dim = 1 if s[0] == "A" else 2
    proj = dim / 20 * sum(character(g, s) * D for g, D in zip(group, reps))
    W = U[[i for i, o in enumerate(owner) if o == s]]
    assert np.allclose(proj, W.T @ W)


# ---------- Slater orbitals and overlaps ----------
def orbital(kind, n, zeta, x, y, z):
    r = np.sqrt(x * x + y * y + z * z)
    radial = ((2 * zeta)**(n + 0.5) / sqrt(factorial(2 * n))
              * r**(n - 1) * np.exp(-zeta * r))
    ang = {"s": lambda: sqrt(1 / (4 * pi)),
           "px": lambda: sqrt(3 / (4 * pi)) * x / r,
           "py": lambda: sqrt(3 / (4 * pi)) * y / r,
           "pz": lambda: sqrt(3 / (4 * pi)) * z / r,
           "z2": lambda: sqrt(5 / (16 * pi)) * (3 * z * z - r * r) / r**2,
           "xz": lambda: sqrt(15 / (4 * pi)) * x * z / r**2,
           "yz": lambda: sqrt(15 / (4 * pi)) * y * z / r**2,
           "x2-y2": lambda: sqrt(15 / (16 * pi)) * (x * x - y * y) / r**2,
           "xy": lambda: sqrt(15 / (4 * pi)) * x * y / r**2}[kind]()
    return radial * ang


def two_centre(a, b, R, is_pi):
    """Overlap of a at 0 and b at R on the z axis, spheroidal coordinates."""
    t, wt = np.polynomial.laguerre.laggauss(24)
    eta, we = np.polynomial.legendre.leggauss(40)
    scale = (a[2] + b[2]) * R / 2
    xi = (1 + t / scale)[:, None]
    eta = eta[None, :]
    w = (wt * np.exp(t) / scale)[:, None] * we[None, :]
    rho = R / 2 * np.sqrt((xi**2 - 1) * (1 - eta**2))
    z = R / 2 * (1 + xi * eta)
    f = orbital(*a, rho, 0 * rho, z) * orbital(*b, rho, 0 * rho, z - R)
    return (pi if is_pi else 2 * pi) * (R / 2)**3 * np.sum(
        w * (xi**2 - eta**2) * f)


METAL = ([(k, 3, ZETA["3d"]) for k in ("z2", "xz", "yz", "x2-y2", "xy")]
         + [("s", 4, ZETA["4s"])]
         + [(k, 4, ZETA["4p"]) for k in ("pz", "px", "py")])


def metal_carbon(pos, sign):
    """All 9 x 10 overlaps on a metal-centred grid without the D5d symmetry."""
    x, w = np.polynomial.legendre.leggauss(70)
    r, wr = 0.4 * (x + 1), 0.4 * w
    ct, wc = np.polynomial.legendre.leggauss(48)
    ph = 0.1 + 2 * pi * np.arange(63) / 63
    r3, c3, p3 = (q.ravel() for q in np.meshgrid(r, ct, ph, indexing="ij"))
    wgt = ((wr * r**2)[:, None, None] * wc[None, :, None]
           * np.full(63, 2 * pi / 63)[None, None, :]).ravel()
    s3 = np.sqrt(1 - c3**2)
    X, Y, Z = r3 * s3 * np.cos(p3), r3 * s3 * np.sin(p3), r3 * c3
    M = np.array([orbital(*o, X, Y, Z) for o in METAL])
    assert np.allclose((M * wgt) @ M.T, np.eye(9), atol=1e-8)
    C = np.array([sg * orbital("pz", 2, ZETA["C2p"], X - q[0], Y - q[1],
                               Z - q[2]) for q, sg in zip(pos, sign)])
    return (M * wgt) @ C.T


def carbon_carbon(pos, sign):
    S = np.eye(10)
    for i in range(10):
        for j in range(i):
            d = pos[i] - pos[j]
            R = np.linalg.norm(d)
            c2 = (d[2] / R)**2
            z, x = ("pz", 2, ZETA["C2p"]), ("px", 2, ZETA["C2p"])
            S[i, j] = S[j, i] = sign[i] * sign[j] * (
                c2 * two_centre(z, z, R, False)
                + (1 - c2) * two_centre(x, x, R, True))
    return S


QUAD_TOL = 1e-4   # the grid is not centred on the carbon cusps
dist = sqrt(RADIUS**2 + HEIGHT**2)
c, s = HEIGHT / dist, RADIUS / dist
S_sig = -two_centre(METAL[0], ("pz", 2, ZETA["C2p"]), dist, False)
S_pi = two_centre(METAL[1], ("px", 2, ZETA["C2p"]), dist, True)
s0_sig = c * (3 * c * c - 1) / 2 * S_sig
s0_pi = -sqrt(3) * s * s * c * S_pi
s0 = s0_sig + s0_pi
s1 = sqrt(3) * s * c * c * S_sig + s * (c * c - s * s) * S_pi
s2 = sqrt(3) / 2 * s * s * c * S_sig + s * s * c * S_pi
G = {"A1g": sqrt(10) * s0, "E1g": sqrt(5) * s1, "E2g": sqrt(5) * s2}

S_mc = metal_carbon(pos, sign)
group_overlap = U @ S_mc.T
expected = np.zeros((10, 5))
for row, col, name in [(0, 0, "A1g"), (2, 1, "E1g"), (3, 2, "E1g"),
                       (6, 3, "E2g"), (7, 4, "E2g")]:
    expected[row, col] = G[name]
assert np.allclose(group_overlap[:, :5], expected, atol=QUAD_TOL)
u_rows = [i for i, o in enumerate(owner) if o[2] == "u"]
leak = np.abs(group_overlap[u_rows, :5]).max()
# E2u has no partner at all; 4s and 4p meet only A1g, A2u and E1u
assert np.abs(group_overlap[8:10]).max() < QUAD_TOL
assert np.abs(group_overlap[[2, 3, 6, 7], 5:]).max() < QUAD_TOL
assert min(abs(group_overlap[0, 5]), abs(group_overlap[1, 6]),
           abs(group_overlap[4, 7])) > 100 * QUAD_TOL

S_cc = carbon_carbon(pos, sign)
norms = U @ S_cc @ U.T
assert np.allclose(norms, np.diag(np.diag(norms)), atol=1e-10)
first = {o: owner.index(o) for o in FOUND}
N = {o: norms[first[o], first[o]] for o in FOUND}
g_norm = {o: G[o] / sqrt(N[o]) for o in G}
assert abs(g_norm["E1g"]) > max(abs(g_norm["A1g"]), abs(g_norm["E2g"]))


# ---------- extended Hueckel levels ----------
def full_levels(S_dc, S_cc):
    S = block_diag(np.eye(5), S_cc)
    S[:5, 5:], S[5:, :5] = S_dc, S_dc.T
    e = np.r_[np.full(5, E_D), np.full(10, E_C)]
    H = K_WH * S * (e[:, None] + e[None, :]) / 2
    np.fill_diagonal(H, e)
    return eigh(H, S, eigvals_only=True)


def h_pi(o):
    return E_C * (1 + K_WH * (N[o] - 1))


def block(o, energies, overlaps):
    """Metal orbitals plus one pi combination of species o."""
    k = len(energies)
    S, H = np.eye(k + 1), np.diag(np.r_[energies, h_pi(o)])
    S[k, k] = N[o]
    for i in range(k):
        S[i, k] = S[k, i] = overlaps[i]
        H[i, k] = H[k, i] = K_WH * overlaps[i] * (energies[i] + E_C) / 2
    e, v = eigh(H, S)
    return e, v[0] * (S @ v)[0]


pi_only = {o: h_pi(o) / N[o] for o in FOUND}
predicted, coupled = [], {}
for o in FOUND:
    if o in G:
        hx = K_WH * G[o] * (E_D + E_C) / 2
        roots = np.sort(np.roots([N[o] - G[o]**2,
                                  -(E_D * N[o] + h_pi(o)) + 2 * hx * G[o],
                                  E_D * h_pi(o) - hx**2]).real)
        coupled[o] = roots
    else:
        roots = [pi_only[o]]
    predicted += list(roots) * (1 if o[0] == "A" else 2)
staggered = full_levels(S_mc[:5], S_cc)
assert np.allclose(staggered, np.sort(predicted), atol=5e-3)

# ---------- neglected effects ----------
sv = np.linalg.svd(S_mc[:5], compute_uv=False)
S_mid = metal_carbon(*carbons(np.radians(17)))
assert np.allclose(np.linalg.svd(S_mid[:5], compute_uv=False), sv,
                   atol=QUAD_TOL)
pos_e, sign_e = carbons(pi / 5)
eclipsed = full_levels(metal_carbon(pos_e, sign_e)[:5],
                       carbon_carbon(pos_e, sign_e))
twist_change = np.abs(eclipsed - staggered).max()
moved = U @ metal_carbon(pos + np.array([0, 0, SHIFT]), sign)[:5].T
broken = np.abs(moved[u_rows]).max()
assert broken > 10 * QUAD_TOL
a1_4s = block("A1g", [E_D, E_S], [G["A1g"], group_overlap[0, 5]])[0][0]
a2_4p = block("A2u", [E_P], [group_overlap[1, 6]])[0][0]
e1_4p = block("E1u", [E_P], [group_overlap[4, 7]])[0][0]

# ---------- output ----------
print(f"ring radius {RADIUS} nm, metal-ring distance {HEIGHT} nm")
print(f"C-C distance in ring {np.linalg.norm(pos[0]-pos[1]):.4f} nm")
print(f"metal-C distance {dist:.4f} nm, theta {np.degrees(np.arccos(c)):.2f} deg")
print("Slater exponents (1/nm):", ZETA)
print(f"energies (eV): C2p {E_C}, 3d {E_D}, 4s {E_S}, 4p {E_P}; K {K_WH}")
names = {(1, 3.0): "E", (1, 1.618): "C5", (1, -0.618): "C5^2",
         (1, -1.0): "C2'", (-1, 3.0): "i", (-1, 1.618): "S10^3",
         (-1, -0.618): "S10", (-1, -1.0): "sigma_d"}
keys = [(round(np.linalg.det(g)),
         round(float(np.trace(g) * round(np.linalg.det(g))), 3)) for g in group]
for key, name in names.items():
    idx = [i for i, k in enumerate(keys) if k == key]
    print(f"class {name}: size {len(idx)}, chi_pi {chi_pi[idx[0]]:.0f}, "
          f"chi_d {chi_d[idx[0]]:.3f}")
print("pi orbitals:", red_pi)
print("metal d:", red_d, " metal p:", red_p)
print(f"local overlaps: S_sigma {S_sig:.4f}, S_pi {S_pi:.4f}")
print(f"s0 {s0:.4f} = sigma part {s0_sig:.4f} + pi part {s0_pi:.4f}")
print(f"s1 {s1:.4f}, s2 {s2:.4f}")
for o in FOUND:
    print(f"{o}: norm N {N[o]:.4f}, pi-only level {pi_only[o]:.3f} eV")
for o in G:
    e, pop = block(o, [E_D], [G[o]])
    assert np.allclose(e, coupled[o])
    print(f"{o}: G {G[o]:.4f}, G/sqrt(N) {g_norm[o]:.4f}")
    print(f"{o}: levels with 3d {e[0]:.3f} and {e[1]:.3f} eV")
    print(f"{o}: d population, lower {pop[0]:.3f}, upper {pop[1]:.3f}")
print(f"largest ungerade-3d overlap on the grid {leak:.1e}")
print(f"G/sqrt(N): A1g-4s {abs(group_overlap[0,5])/sqrt(N['A1g']):.3f}, "
      f"A2u-4p {abs(group_overlap[1,6])/sqrt(N['A2u']):.3f}, "
      f"E1u-4p {abs(group_overlap[4,7])/sqrt(N['E1u']):.3f}")
print(f"lowest A1g level with 4s added {a1_4s:.3f} eV")
print(f"lowest A2u level with 4p added {a2_4p:.3f} eV")
print(f"lowest E1u level with 4p added {e1_4p:.3f} eV")
print(f"largest ring-ring C-C overlap {np.abs(S_cc[:5,5:]).max():.4f}")
print(f"largest level change, staggered to eclipsed {twist_change:.4f} eV")
print(f"kT at {T_USE:.0f} K {constants.k*T_USE/constants.e:.4f} eV")
print(f"ungerade-3d overlap, metal off centre by {SHIFT} nm: {broken:.4f}")
print("done: every assertion held")
```

Running it gives:

```
ring radius 0.12 nm, metal-ring distance 0.165 nm
C-C distance in ring 0.1411 nm
metal-C distance 0.2040 nm, theta 36.03 deg
Slater exponents (1/nm): {'C2p': 30.0, '3d': 45.0, '4s': 35.0, '4p': 35.0}
energies (eV): C2p -11.0, 3d -12.0, 4s -9.0, 4p -5.0; K 1.75
class E: size 1, chi_pi 10, chi_d 5.000
class C5: size 2, chi_pi 0, chi_d 0.000
class C5^2: size 2, chi_pi 0, chi_d -0.000
class C2': size 5, chi_pi 0, chi_d 1.000
class i: size 1, chi_pi 0, chi_d 5.000
class S10^3: size 2, chi_pi 0, chi_d 0.000
class S10: size 2, chi_pi 0, chi_d -0.000
class sigma_d: size 5, chi_pi 2, chi_d 1.000
pi orbitals: {'A1g': 1, 'E1g': 1, 'E2g': 1, 'A2u': 1, 'E1u': 1, 'E2u': 1}
metal d: {'A1g': 1, 'E1g': 1, 'E2g': 1}  metal p: {'A2u': 1, 'E1u': 1}
local overlaps: S_sigma 0.1490, S_pi 0.0802
s0 0.0191 = sigma part 0.0580 + pi part -0.0389
s1 0.1138, s2 0.0585
A1g: norm N 1.6934, pi-only level -14.378 eV
A2u: norm N 1.5241, pi-only level -13.837 eV
E1g: norm N 1.0363, pi-only level -11.289 eV
E1u: norm N 1.1119, pi-only level -11.830 eV
E2g: norm N 0.6295, pi-only level -6.145 eV
E2u: norm N 0.6134, pi-only level -5.801 eV
A1g: G 0.0605, G/sqrt(N) 0.0465
A1g: levels with 3d -14.408 and -11.941 eV
A1g: d population, lower 0.017, upper 0.983
E1g: G 0.2545, G/sqrt(N) 0.2500
E1g: levels with 3d -13.370 and -8.788 eV
E1g: d population, lower 0.583, upper 0.417
E2g: G 0.1309, G/sqrt(N) 0.1650
E2g: levels with 3d -12.274 and -5.253 eV
E2g: d population, lower 0.929, upper 0.071
largest ungerade-3d overlap on the grid 7.9e-08
G/sqrt(N): A1g-4s 0.534, A2u-4p 0.420, E1u-4p 0.482
lowest A1g level with 4s added -14.769 eV
lowest A2u level with 4p added -13.838 eV
lowest E1u level with 4p added -11.968 eV
largest ring-ring C-C overlap 0.0302
largest level change, staggered to eclipsed 0.0853 eV
kT at 450 K 0.0388 eV
ungerade-3d overlap, metal off centre by 0.005 nm: 0.0159
done: every assertion held
```
